Loss of spherical stability in a film-loaded disc of uniform curvature

Take a germanium wafer 100 mm across and 175 µm thick, and coat it with copper at a tensile stress of 200 MPa. In the uniform-curvature model treated here, a 1 µm film bends it into a spherical cap of curvature 0.195 1/m. A 3 µm film at the same stress does not give a deeper cap. It gives two unequal principal curvatures, 0.865 and 0.080 1/m, although wafer and film have no preferred direction in the model. The theorem below locates the change between the two shapes.

**Setting and assumptions**

A disc of thickness h and radius R, with R ≫ h, has Young modulus E and Poisson ratio ν, where −1 < ν ≤ 1/2. Its edge is free, and gravity is left out. The height z is measured upward from the mid-plane, w is the upward deflection, and a comma denotes differentiation. Slopes are small, but their squares are kept in the in-plane strain:

e_ij = (u_i,j + u_j,i)/2 + w,i w,j/2

ε_ij(z) = e_ij − z w,ij

A film on the upper face carries a uniform isotropic force per length f, positive in tension. Its thickness and stiffness are neglected at first. The trial shapes have uniform curvature:

w = k(x² + y²)/2 + d(x² − y²)/2 + t xy

Thus w,xx = k + d, w,yy = k − d and w,xy = t. With s² = d² + t², the principal curvatures are k ± s and the Gaussian curvature is

G = w,xx w,yy − w,xy² = k² − s²

The in-plane displacements are unrestricted and minimise the energy for each shape; this is what equilibrated membrane stress means. Set

D = Eh³/[12(1 − ν²)],  M = fh/2

The equations contain no quantum constant and hold in atomic units or any other consistent set.

**Theorem.** Under these assumptions, as f grows from zero, the spherical shape s = 0 is the global energy minimum of the trial family up to

k_c = 4h/[R²√(1 + ν)]

and is unstable beyond it. At this point M_c = 2Dk_c and f_c = 4Dk_c/h.

The result concerns this trial family. A full plate may bend non-uniformly, and k_c is not a proved bound on its threshold.

**Lemma 1 (film load).** Apart from a constant, the film adds −M∇²w to the energy per area.

Proof. To first order in its strain, the film at z = h/2 has energy per area

f(e_xx + e_yy) − (fh/2)∇²w

The second term is the one claimed. To remove the first, write e_ij = e₀δ_ij + ē_ij with e₀ = −f(1 − ν)/(Eh). The uniform strain e₀ produces the plate force Ehe₀/(1 − ν) = −f. If W denotes the quadratic stretching energy of the plate, then

W(e) = W(e₀δ) − f(ē_xx + ē_yy) + W(ē)

f(e_xx + e_yy) = 2fe₀ + f(ē_xx + ē_yy)

The linear terms cancel in the sum, leaving W(ē) and a constant. The uniform strain comes from the displacement e₀(x, y), so removing it merely relabels the displacements over which one minimises. ∎

The film's pull therefore shrinks the disc but does not bend it; its lever arm h/2 does. The forces N_ij belonging to ē are the totals in plate and film, and they vanish on the free rim.

**Lemma 2 (membrane energy).** The minimised stretching energy per area is cG², with c = EhR⁴/384.

Proof. Differentiating the strains eliminates u:

ē_xx,yy + ē_yy,xx − 2ē_xy,xy = w,xy² − w,xx w,yy = −G

In-plane equilibrium is satisfied by a stress function F:

N_xx = F,yy,  N_yy = F,xx,  N_xy = −F,xy

Hooke's law gives

Eh ē_xx = F,yy − νF,xx

Eh ē_yy = F,xx − νF,yy

Eh ē_xy = −(1 + ν)F,xy

In the compatibility equation the coefficient of F,xxyy is −2ν + 2(1 + ν) = 2, so that

∇⁴F = −EhG

A force-free rim permits the choice F = ∂F/∂r = 0 at r = R, because adding a linear function to F changes no force. For uniform G, use ∇⁴r⁴ = 64 and ∇⁴r² = 0. The regular solution is

F = −EhG(r² − R²)²/64

Its radial and hoop forces follow from N_r = F′/r and N_θ = F″:

N_r = EhG(R² − r²)/16

N_θ = EhG(R² − 3r²)/16

For the energy V, integrate by parts twice. The rim terms vanish with F and its normal derivative:

V = (1/2)∫(F,yy ē_xx + F,xx ē_yy − 2F,xy ē_xy) dA

V = (1/2)∫F(ē_xx,yy + ē_yy,xx − 2ē_xy,xy) dA = −(1/2)∫FG dA

With q = r² and dA = π dq after integration over angle,

∫(R² − r²)² dA = π∫₀^{R²}(R² − q)² dq = πR⁶/3

Hence V = πEhG²R⁶/384. Division by πR² gives c. ∎

For G > 0 the rim is in hoop compression, with N_θ = −EhGR²/8. A cap must fit too much rim material into its circumference, while its centre is stretched. A cylinder has G = 0 and avoids this cost.

**Proof of the theorem.** The bending energy per area is

(D/2)[w,xx² + w,yy² + 2νw,xx w,yy + 2(1 − ν)w,xy²]

Here w,xx² + w,yy² = 2k² + 2d² and w,xx w,yy = k² − d². Collecting terms gives D[(1 + ν)k² + (1 − ν)s²]. Since ∇²w = 2k, the total is

U = D[(1 + ν)k² + (1 − ν)s²] − 2Mk + c(k² − s²)²

The conditions for a stationary point are

∂U/∂k = 2D(1 + ν)k − 2M + 4ck(k² − s²) = 0

∂U/∂s = 2s[D(1 − ν) − 2c(k² − s²)] = 0

On the spherical branch s = 0, the first condition becomes

M = D(1 + ν)k + 2ck³

Its right side increases with k, so each M has one spherical state. The second derivatives there are

∂²U/∂k² = 2D(1 + ν) + 12ck²

∂²U/∂d² = ∂²U/∂t² = 2D(1 − ν) − 4ck²

The mixed derivatives vanish. The first line is positive; the second changes sign at

k_c² = D(1 − ν)/(2c)

Inserting D and c, with D(1 − ν) = Eh³/[12(1 + ν)],

k_c² = {Eh³/[12(1 + ν)]} × 192/(EhR⁴) = 16h²/[(1 + ν)R⁴]

The positive root is the stated k_c. From 2ck_c² = D(1 − ν),

M_c = k_c[D(1 + ν) + D(1 − ν)] = 2Dk_c

and f_c = 2M_c/h = 4Dk_c/h.

It remains to exclude an earlier jump to another shape. If s ≠ 0, the second condition gives k² − s² = k_c². The first then becomes

2D(1 + ν)k + 2D(1 − ν)k = 2M, so k = M/(2D)

This requires s² = k² − k_c² > 0, hence M > M_c. Up to M_c the spherical state is thus the sole stationary point. Since U rises without limit at large k or s, it is the global minimum. Beyond M_c its stiffness against d and t is negative. ∎

The bow at threshold is k_cR²/2 = 2h/√(1 + ν), independent of R and E. At fixed h, a wider wafer reaches this bow at a smaller curvature and a smaller film force, both proportional to 1/R².

**Corollary (shape beyond threshold).** For M > M_c the stable principal curvatures κ₁ and κ₂ satisfy

κ₁κ₂ = k_c²,  (κ₁ + κ₂)/2 = M/(2D)

Proof. These are the conditions just found for s ≠ 0. For stability, the second derivatives at such a point are

U_kk = 4D + 8ck²,  U_ss = 8cs²,  U_ks = −8cks

Their determinant is

8cs²(4D + 8ck²) − 64c²k²s² = 32cDs² > 0

With U_ss > 0, the point is a minimum in k and s. ∎

The energy depends on d and t through s alone, so the axes may turn at no cost in the isotropic model. The split starts continuously, because s = √(k² − k_c²) is zero at threshold.

**Remark (small and large loads).** The linear law, Stoney's law, is k_S = M/[D(1 + ν)]. Since 2c = D(1 − ν)/k_c², the spherical branch reads

k_S = k + [(1 − ν)/(1 + ν)]k³/k_c²

Inverting this to leading order for k_S ≪ k_c gives

k ≈ k_S{1 − [(1 − ν)/(1 + ν)](k_S/k_c)²}

Stretching thus makes the cap shallower well before it becomes unstable. The coefficient belongs to uniform curvature. At ν = 0.136 it is 0.76; a plate free to bend non-uniformly keeps about this value for the area-averaged curvature, but has about 1.1 for the bow and 1.6 for the curvature at the centre. In the opposite limit M ≫ M_c, the sum and product of the curvatures give κ₁ ≈ M/D and κ₂ ≈ k_c²D/M. The shape approaches a cylinder whose curvature is (1 + ν)k_S, not k_S: the nearly flat direction no longer contributes its Poisson coupling. In a plate free to bend non-uniformly the smaller area-averaged curvature falls far more slowly: at ν = 0.136 and M = 3M_c it is about 0.18k_S, against 0.03k_S here.

**Proposition 1 (number of lobes).** Add ηφ, with φ = rⁿcos nθ and n ≥ 2, to a spherical shape of curvature k. This perturbation becomes unstable at

k² = k_c² n(n + 1)/6

Proof. Since ∇²φ = 0, the film does no work on φ. With φ the real part of (x + iy)ⁿ,

φ,xx² + φ,xy² = g,  g = n²(n − 1)²r^{2n−4}

The Gaussian curvature becomes k² + ηk∇²φ − η²g = k² − η²g. The bending density can be written

(D/2)[(∇²w)² − 2(1 − ν)G]

so it rises by D(1 − ν)η²g. For the membrane, V is quadratic in G. Two solutions F₁ and F₂ obey

∫F₁G₂ dA = −[1/(Eh)]∫∇²F₁∇²F₂ dA

which is symmetric in 1 and 2. The first-order change is therefore δV = −∫F δG dA, with F taken from Lemma 2 at G = k². Since δG = −η²g,

δV = −η²(Ehk²/64)∫(R² − r²)²g dA

With p = r²/R², the average of (R² − r²)² weighted by g is

R⁴ ∫₀¹p^{n−2}(1 − p)² dp / ∫₀¹p^{n−2} dp = 2R⁴/[n(n + 1)]

The integrals are 2/[(n − 1)n(n + 1)] and 1/(n − 1). Cost and gain balance when

D(1 − ν) = Ehk²R⁴/[32n(n + 1)]

Since k_c² = 192D(1 − ν)/(EhR⁴), this is the stated result. ∎

Two lobes come first, at k_c. Three and four require 1.414k_c and 1.826k_c. Higher lobes have more of their curvature near the rim, where |F| is small, so they release less membrane energy for each unit of bending energy. The comparison keeps the base spherical and uses one harmonic form for each n.

**Proposition 2 (cubic wafer).** Let x and y lie along the cube axes of a (001) wafer. Let Q₁₁, Q₁₂, Q₆₆ be its plane-stress stiffnesses and S₁₁, S₁₂, S₆₆ the inverse coefficients, with engineering shear strain. If Q₁₁ − Q₁₂ < 2Q₆₆, the threshold within uniform curvature is

k² = 16h²(Q₁₁ − Q₁₂)/(E_mR⁴)

E_m = 64/(48S₁₁ + 16S₁₂ + 8S₆₆)

and M = 2D₁₁k there, where D₁₁ = Q₁₁h³/12.

Proof. Compatibility now reads

S₁₁(F,xxxx + F,yyyy) + (2S₁₂ + S₆₆)F,xxyy = −hG

Try F = A(r² − R²)². Then F,xxxx = F,yyyy = 24A and F,xxyy = 8A, so A = −E_mhG/64. The rim conditions still hold, and V = −(1/2)∫FG dA gives c with E replaced by E_m. The bending energy per area is

(h³/12)[(Q₁₁ + Q₁₂)k² + (Q₁₁ − Q₁₂)d² + 2Q₆₆t²]

The softer term, in d, loses stability when (h³/12)(Q₁₁ − Q₁₂) = 2ck², which gives k. With D₁₂ = Q₁₂h³/12, the spherical branch at this point gives M = k(D₁₁ + D₁₂) + k(D₁₁ − D₁₂) = 2D₁₁k. ∎

The crystal thus selects bending axes along the cube axes.

**Example: the germanium wafer**

Rough elastic constants are C₁₁ = 129, C₁₂ = 48 and C₄₄ = 67 GPa. Zero stress normal to the wafer gives Q₁₁ = C₁₁ − C₁₂²/C₁₁ = 111.1 GPa, Q₁₂ = C₁₂ − C₁₂²/C₁₁ = 30.1 GPa and Q₆₆ = C₄₄.

For the isotropic model, average the stiffness over in-plane direction. The averages of cos⁴ and cos²sin² are 3/8 and 1/8, so the averaged Q₁₁ is (6Q₁₁ + 2Q₁₂ + 4Q₆₆)/8. The sum Q₁₁ + Q₁₂ does not change on rotation, which fixes the averaged Q₁₂. Their ratio is ν = 0.136, and E = 122 GPa. Then D = 0.0556 N m and

k_c = 4(1.75×10⁻⁴ m)/[(0.050 m)²√1.136] = 0.263 1/m

This is 2.63×10⁻¹¹ 1/Å, a radius of curvature of 3.81 m. The bow is 328 µm, or 1.88 thicknesses. The film force is

f_c = 4(0.0556 N m)(0.263 1/m)/(1.75×10⁻⁴ m) ≈ 334 N/m

or 20.8 eV/Å². At 200 MPa this is a film 1.67 µm thick. At threshold the total rim hoop force of wafer and film, divided by h, is −2Eh²/[(1 + ν)R²] = −2.6 MPa; it is small because h ≪ R. A numerical minimisation over cubic in-plane displacements, followed by a search for zero stiffness, also gave k_c = 0.2627 1/m.

The 1 µm film carries 200 N/m, or 0.60f_c. Stoney's law gives 0.277 1/m, while the spherical branch gives 0.195 1/m; the bows are 347 and 244 µm. Inferring the film stress from the model's bow by the linear law would give 0.195/0.277 = 0.70 of the true stress. This factor belongs to uniform curvature: when the plate may bend non-uniformly it is about 0.65 from the bow, 0.52 from the curvature at the centre and 0.76 from the area-averaged curvature.

The 3 µm film carries 600 N/m, or 1.80f_c. Its moment is M = 0.0525 N, so

k = 0.0525/(2 × 0.05555) = 0.473 1/m

s = √(0.473² − 0.263²) = 0.393 1/m

With unrounded values, the principal curvatures k ± s are the 0.865 and 0.080 1/m of the opening. Relative to the centre, the rim rises by 1082 µm on one axis and 100 µm on the other. The largest slope is 0.043 rad, whose square is 0.0019, so small slopes remain a fair assumption.

**What uniform curvature leaves out**

A richer calculation for the isotropic plate used even radial powers up to r¹⁰ for the round state and two-lobed perturbations of the same degree. It put the critical force at 339 N/m, 1.6 % above the simple value. Dropping the highest radial term changed this force by less than 0.001 %. The closeness depends on ν: the freer plate's critical force lies about 5 % above the simple value at ν = 0.45 and about 17 % below it at ν = −0.5.

The shape agrees less well. The area-averaged mean curvature at threshold is 0.307 1/m, 17 % above k_c, while the bow is 302 µm, 8 % below the simple value. The radial curvature rises from 0.167 1/m at the centre to 0.492 1/m at the rim. The close agreement in force therefore does not carry over to local curvature, and a measured curvature must say where and how it was taken before it is compared with k_c. The same holds beyond threshold. For the 3 µm film, a plate free to bend non-uniformly has area-averaged curvatures of about 0.84 and 0.22 1/m, curvatures of 0.71 and −0.02 1/m at the centre, and rim heights of about 940 and 100 µm. The 0.865 and 0.080 1/m of the simple model give the type of shape and the rough size of the larger curvature, not the smaller one.

**Film stiffness**

Let the film have thickness b, modulus E_f and the same ν. Put z_f = (h + b)/2, S = Eh + E_fb and z₀ = E_fbz_f/S, the height of the neutral plane. Referring strains to z₀ removes the coupling between stretching and bending. For uniform curvature this shift of strain comes from a displacement, so the membrane minimum is unaffected. With J = ∫E(z)(z − z₀)² dz, replace Eh by S, Eh³/12 by J and the lever arm h/2 by z_f − z₀:

k_c² = 192J/[(1 + ν)SR⁴]

f_c = 2Jk_c/[(1 − ν²)(z_f − z₀)]

Here f is the film force before the wafer deforms. For 3 µm of copper with E_f = 120 GPa, curvature and force at threshold rise by 1.7 % and 6.9 %. Copper's own ν is about 0.34, so equal ν makes this an estimate; with ν = 0.34 in the film the two shifts become about 1.3 % and 7.6 %.

**Comparison with a real wafer**

The wafer's size and thickness are of the kind used under multijunction solar cells; the copper stress is a rough, plausible value. The isotropic assumption fails for (001) germanium. Within uniform curvature, Proposition 2 lowers the critical curvature by 12 % to 0.232 1/m and the critical force by 21 % to 263 N/m. Allowing non-uniform curvature raises this force by about 3 %, to 272 N/m. The 1 µm film stays below it and the 3 µm film above it. For the 3 µm film the cubic uniform-curvature model gives principal curvatures of 1.00 and 0.054 1/m in place of 0.865 and 0.080 1/m. Gravity matters too: on an edge support, linear plate theory gives a sag of 72 µm, 22 % of the critical bow, for the flat bare wafer. A wafer already bowed is stiffened by stretching, so gravity changes the bow of its round state by less, about 25 to 30 µm under the 1 µm film and about 20 µm near threshold. Gravity also moves the threshold. With the weight carried by a uniform force around the rim, the critical force of the non-uniform isotropic plate falls from 339 to about 296 N/m with the film up and rises to about 381 N/m with the film down, a shift of 13 % either way. The support must therefore be stated with any measured shape or threshold. With rough expansion coefficients of 17 and 6 ppm/K for copper and germanium, a 10 K change shifts the stress of an elastic film by 20 MPa, a tenth of its value; plastic flow would alter this. These corrections were sized separately, not combined. As a design estimate, f_c applies to a round, free wafer with a uniform film, and for an exact (001) cut of this crystal the cubic value is the better starting point. Wafers are often miscut. Within uniform curvature, a tilt of 6° to 9° toward [111] raises the critical force only to 265–267 N/m. A 6° tilt about a cube axis makes the two bending directions unequal, and the sharp threshold gives way to a gradual split, with curvatures of 0.201 and 0.191 1/m at 200 N/m and 0.248 and 0.201 1/m at 250 N/m. The numerical output below lists the inputs, the isotropic uniform-curvature values and the thresholds of the isotropic plate and of Proposition 2.

Table of computed values

```
INPUTS (material values rough)
Ge C11, C12, C44: 129, 48, 67 GPa
wafer thickness 175 um, radius 50 mm
film stress 200 MPa; films 1 and 3 um
Cu Young modulus 120 GPa, Poisson ratio 0.34
expansion Cu 17, Ge 6 ppm/K; Ge density 5300 kg/m^3
ISOTROPIC MODEL
averaged Young modulus 122.1 GPa, Poisson ratio 0.1358
bending stiffness D 0.05555 N m
critical curvature, formula 0.26273 1/m = 2.6273e-11 1/angstrom
critical curvature, energy minimisation 0.26273 1/m
critical radius of curvature 3.806 m
critical bow 328.4 um = 1.877 thicknesses
critical film force 333.6 N/m = 20.82 eV/angstrom^2
critical film thickness at this stress 1.668 um
Stoney curvature at critical force 0.46264 1/m, ratio to k_c 1.761
rim hoop membrane stress at threshold -2.634 MPa
3-lobe and 4-lobe thresholds / k_c: 1.4142, 1.8257
THIN FILM, SPHERICAL
film force 200 N/m, fraction of critical 0.599
curvature 0.19527 1/m, Stoney 0.27735 1/m
bow 244.1 um, Stoney bow 346.7 um
THICK FILM, SPLIT
film force 600 N/m, fraction of critical 1.798
mean curvature 0.47251 1/m, half difference 0.39273 1/m
principal curvatures 0.86525 and 0.07978 1/m
same from free minimisation 0.86525 and 0.07978 1/m
rim heights on the two axes 1081.6 and 99.7 um
Stoney curvature 0.83205 1/m
NEGLECTED: NON-UNIFORM CURVATURE (isotropic plate, richer shapes)
critical force 338.8 N/m, ratio to simple model 1.0156
critical mean curvature 0.30749 1/m, ratio 1.1704
critical bow 302.2 um, ratio 0.9203
radial curvature at centre 0.16668, at rim 0.49176 1/m
change of critical force with one radial term fewer 0.0007 %
3-lobe stiffness left there, relative to bending 0.423
NEGLECTED: CUBIC ANISOTROPY (uniform curvature)
Q11, Q12, Q66: 111.1, 30.1, 67.0 GPa
membrane modulus 117.8 GPa
critical curvature 0.23221 1/m, ratio 0.8838
critical force 263.5 N/m, ratio 0.7897
NEGLECTED: OTHER EFFECTS
stiffness of thick film: curvature ratio 1.0169, force ratio 1.0689
gravity sag on edge support, linear 72.3 um, fraction of critical bow 0.220
film stress change for 10 K, elastic 20.0 MPa, fraction 0.100
largest edge slope, thick film 0.0433 rad, its square 1.87e-03
```
